# The Uehling potential and the hydrogen 2s shift from the polarization loop, part 1

(Sections cited here and not found follow in the second part.)

## Part one: from the trace of two propagators to the Uehling potential

**Q.** I am told that a closed electron loop changes the Coulomb field of a nucleus. Before I accept any formula, what is being computed, and in which conventions?

**A.** I use $\hbar=c=1$, the metric $(+,-,-,-)$ and $e^2=4\pi\alpha$, where $e$ is the charge of the electron. The Dirac propagator is $S(k)=i(\not k+m)/(k^2-m^2+i0)$, the vertex is $-ie\gamma^\mu$, and the photon propagator in Feynman gauge is $D_0^{\mu\nu}=-ig^{\mu\nu}/q^2$. The object is the one-loop insertion in a photon line of momentum $q$. With $k'=k+q$,

$$i\Pi^{\mu\nu}(q)=-(-ie)^2\int\frac{d^4k}{(2\pi)^4}\,\mathrm{tr}\left[\gamma^\mu S(k)\gamma^\nu S(k')\right].$$

The leading minus sign comes from Fermi statistics. In $\bar\psi_x\gamma^\mu\psi_x\,\bar\psi_y\gamma^\nu\psi_y$ the last field must be moved to the front, past three anticommuting fields, before both contractions have the order $\psi\bar\psi$. The $1/2!$ of second order cancels against the two ways of attaching the vertices to the photon lines. The propagators in the loop are free ones, so the potential we obtain is of first order in $\alpha$ and of first order in the nuclear coupling $Z\alpha$.

The trace follows from $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$. Traces of an odd number of matrices vanish, $\mathrm{tr}\,\gamma^\mu\gamma^\nu=4g^{\mu\nu}$, and $\mathrm{tr}\,\gamma^\mu\gamma^\rho\gamma^\nu\gamma^\sigma=4(g^{\mu\rho}g^{\nu\sigma}-g^{\mu\nu}g^{\rho\sigma}+g^{\mu\sigma}g^{\rho\nu})$. Contracting with $k_\rho k'_\sigma$ and adding the $m^2$ term,

$$\mathrm{tr}[\gamma^\mu(\not k+m)\gamma^\nu(\not k'+m)]=4N^{\mu\nu},$$
$$N^{\mu\nu}=k^\mu k'^\nu+k'^\mu k^\nu-g^{\mu\nu}(k\cdot k'-m^2).$$

This was tested with explicit $4\times4$ matrices and random momenta. The prefactor is $-(-ie)^2\cdot i\cdot i\cdot4=-(-e^2)(-1)\,4=-4e^2$, so

$$i\Pi^{\mu\nu}=-4e^2\int\frac{d^4k}{(2\pi)^4}\frac{N^{\mu\nu}}{(k^2-m^2)(k'^2-m^2)}.$$

**Q.** That integrand falls as $k^{-2}$ in four dimensions. The integral diverges quadratically, and shifting $k$ in it is not allowed. How can anything definite follow?

**A.** I regulate it in the Pauli–Villars manner. The integrand is replaced by a sum $\sum_i c_i$ of the same expression with masses $M_i$, where $c_0=1$, $M_0=m$ and

$$\sum_i c_i=0,\qquad \sum_i c_iM_i^2=0 .$$

One choice is $c=(1,-2,1)$ with $M_i^2=(m^2,\;m^2+\Lambda^2,\;m^2+2\Lambda^2)$. At large $k$ the integrand can be expanded in the mass, and the term with $(M^2)^j$ falls as $k^{-2-2j}$. The two conditions remove $j=0$ and $j=1$. What remains falls as $k^{-6}$, the integral converges absolutely in the Euclidean region, and shifts are allowed.

Current conservation then follows directly. Write $\tilde S(k)=(\not k-M)^{-1}$ and $\not q=(\not k'-M)-(\not k-M)$. This gives $\tilde S(k)\not q\,\tilde S(k')=\tilde S(k)-\tilde S(k')$, so $q_\nu\Pi^{\mu\nu}$ is the integral of $\sum_ic_i[4k^\mu/(k^2-M_i^2)-4k'^\mu/(k'^2-M_i^2)]$. After the sum each of the two terms falls as $k^{-5}$ and converges separately. The shift $k'\to k$ in the second makes them cancel, and $q_\nu\Pi^{\mu\nu}=0$.

**Q.** Show me the integral itself. I want to see where the quadratic divergence goes.

**A.** Use $1/AB=\int_0^1dx\,[(1-x)A+xB]^{-2}$, which is checked by integrating the right side. With $A=k^2-M^2$ and $B=k'^2-M^2$,

$$(1-x)A+xB=k^2+2x\,k\cdot q+xq^2-M^2=l^2-\Delta,$$
$$l=k+xq,\qquad\Delta=M^2-x(1-x)q^2 .$$

The shift depends on $x$ and not on the mass, so it is one shift for the whole convergent sum. Insert $k=l-xq$ and $k'=l+(1-x)q$ and drop the terms odd in $l$, which vanish against an even denominator:

$$N^{\mu\nu}\to2l^\mu l^\nu-2x(1-x)q^\mu q^\nu-g^{\mu\nu}\left[l^2-x(1-x)q^2-M^2\right].$$

The denominator depends on $l^2$ alone, so the integral of $l^\mu l^\nu$ is proportional to $g^{\mu\nu}$, and the trace fixes $l^\mu l^\nu\to g^{\mu\nu}l^2/4$. The $l^2$ terms combine to $-\tfrac12g^{\mu\nu}l^2$. The identity $M^2+x(1-x)q^2=\Delta+2x(1-x)q^2$ then splits the numerator:

$$N^{\mu\nu}\to2x(1-x)\,(q^2g^{\mu\nu}-q^\mu q^\nu)+g^{\mu\nu}\left(\Delta-\tfrac12l^2\right).$$

A static source transfers no energy, so $q=(0,\mathbf Q)$, $q^2=-Q^2$ and $\Delta>0$. The poles in $l^0$ lie at $\pm(\sqrt{\mathbf l^2+\Delta}-i0)$, in the fourth and second quadrants, and the contour can be turned counterclockwise to $l^0=il_4$. Then $l^2=-u$ with $u=l_E^2$. The unit three-sphere has area $2\pi^2$ and $l_E^3dl_E=u\,du/2$, so $d^4l/(2\pi)^4=i\,u\,du/16\pi^2$.

Take the second, non-transverse term with an upper limit $K$ on $u$, common to all masses. Since $u(\Delta+u/2)=\tfrac12[(u+\Delta)^2-\Delta^2]$,

$$\int_0^K\frac{u(\Delta+u/2)}{(u+\Delta)^2}du=\frac K2-\frac\Delta2+\frac{\Delta^2}{2(K+\Delta)} .$$

The quadratic divergence is $K/2$, and $\sum c_i=0$ removes it. The piece $-\Delta_i/2$ is removed by the two conditions together, and the last piece vanishes as $K\to\infty$. For the transverse term, $u=(u+\Delta)-\Delta$ gives

$$\int_0^K\frac{u\,du}{(u+\Delta)^2}=\ln\frac{K+\Delta}{\Delta}-\frac{K}{K+\Delta},$$

and the sum over $i$ leaves $-\sum_ic_i\ln\Delta_i$. Collecting factors, $i\Pi^{\mu\nu}=i(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi$ with $\Pi=-4e^2\cdot\frac{1}{16\pi^2}\int dx\,2x(1-x)\left(-\sum c_i\ln\Delta_i\right)$. Because $8e^2/16\pi^2=e^2/2\pi^2=2\alpha/\pi$,

$$\Pi(q^2)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\sum_ic_i\ln\Delta_i .$$

**Q.** Feynman parameter, shift and symmetric averaging all went by quickly. Is there a check that uses none of them? And is the second condition really needed?

**A.** The regulated integrand can be Wick rotated as it stands and integrated numerically over $|k_E|$ and the angle to $\mathbf Q$. For $M_i^2=(1,5,9)m^2$ and $Q=3m$ this gives $\Pi^{00}/e^2=0.0333247\,m^2$, and $-Q^2\Pi/e^2$ from the formula gives $0.0333247\,m^2$. The test, made at $Q=0.7m$ and $3m$, required $\Pi^{00}=-Q^2\Pi$ and $\Pi^\mu{}_\mu=-3Q^2\Pi$ to a relative $10^{-7}$, and $|q_\mu q_\nu\Pi^{\mu\nu}|/e^2<10^{-8}m^4$.

The second condition is needed. With a single subtraction $c=(1,-1)$ the piece $-\Delta_i/2$ survives and gives

$$\Pi^{\mu\nu}\ni-\frac{4e^2}{16\pi^2}g^{\mu\nu}\Big(-\tfrac12\sum c_iM_i^2\Big)=\frac{e^2}{8\pi^2}g^{\mu\nu}\sum c_iM_i^2 ,$$

a term of the form of a photon mass. For $M_i^2=(1,5)m^2$ and $q^2=-9m^2$ it predicts $q_\mu q_\nu\Pi^{\mu\nu}/e^2=(-9)(-4)m^4/8\pi^2=0.45595\,m^4$. The direct quadrature, with the angle integrated first because the convergence is now conditional, gives $0.4559453\,m^4$.

**Q.** Your $\Pi$ still depends on $\Lambda$, and it grows without limit when the regulators are made heavy. How does a finite potential come out?

**A.** First put the insertion into the photon line. Let $P^\mu{}_\nu=\delta^\mu_\nu-q^\mu q_\nu/q^2$, a projector. One factor $D_0\,i\Pi$ equals $(-i/q^2)(iq^2P\,\Pi)=\Pi P$, and $P^2=P$, so repeated insertions give

$$D^{\mu\nu}=\frac{-i}{q^2}\left[g^{\mu\nu}+P^{\mu\nu}(\Pi+\Pi^2+\dots)\right].$$

For the charge–charge component with $q^0=0$ one has $P^{00}=1$ and $D^{00}=-i/[q^2(1-\Pi)]$. A matrix inversion with explicit $4\times4$ matrices tested this form and its sign.

The nucleus has charge $-Ze$, so its vertex is $+iZe$. Between slow particles with unit normalization the exchange amplitude is $(-ie)(iZe)D^{00}=iZe^2/[Q^2(1-\Pi)]$, and the Born approximation identifies it with $-iV(Q)$. Writing $e_0$ for the coupling in the Lagrangian,

$$V(Q)=-\frac{Ze_0^2}{Q^2\,[1-\Pi(-Q^2)]} .$$

The measured charge is defined by the Coulomb law at large distance, that is at $Q\to0$: $e^2=e_0^2/[1-\Pi(0)]$. Here $\Pi(0)=(\alpha/3\pi)\sum c_i\ln M_i^2$, since $\int x(1-x)dx=1/6$, and this constant holds the whole logarithm of $\Lambda$. Define $\hat\Pi=\Pi(q^2)-\Pi(0)$. To first order in $\alpha$, $e_0^2/(1-\Pi)=e^2(1+\hat\Pi)$. In $\hat\Pi$ each mass enters through $\ln[1+x(1-x)Q^2/M_i^2]$. The regulator terms are, to first order in $Q^2/\Lambda^2$ and with $\int x^2(1-x)^2dx=1/30$, equal to $(\alpha/15\pi)Q^2(-2/M_1^2+1/M_2^2)\approx-0.1(\alpha/\pi)Q^2/\Lambda^2$. They were tested to stay below $0.15(\alpha/\pi)Q^2/\Lambda^2$ in size at $Q=2m$ for $\Lambda^2=10^3m^2$ and $10^5m^2$, and they vanish as $\Lambda\to\infty$. What is left is

$$\hat\Pi(Q)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\left[1+x(1-x)\frac{Q^2}{m^2}\right],$$
$$\delta V(Q)=-\frac{4\pi Z\alpha}{Q^2}\,\hat\Pi(Q).$$

The integrand is positive, so at this order the attraction is stronger than Coulomb at every $Q>0$.

**Q.** A logarithm under a parameter integral is not yet something I can transform to position space.

**A.** An integration by parts turns it into a sum of simple poles. Put $x=(1+v)/2$, so that $x(1-x)=(1-v^2)/4$. The integrand is even in $v$, hence $\int_0^1dx=\int_0^1dv$, and

$$\hat\Pi=\frac{\alpha}{2\pi}\int_0^1dv\,(1-v^2)\ln\left[1+\frac{(1-v^2)Q^2}{4m^2}\right].$$

The primitive of $1-v^2$ is $v-v^3/3$. It vanishes at $v=0$ and the logarithm vanishes at $v=1$, so there is no boundary term. The derivative of the logarithm is $-2vQ^2/[4m^2+(1-v^2)Q^2]$, which gives

$$\hat\Pi=\frac\alpha\pi\int_0^1dv\,\frac{(v^2-v^4/3)\,Q^2}{4m^2+(1-v^2)Q^2} .$$

Two forms follow. For the closed form set $y=4m^2/Q^2$ and $b^2=1+y$, so that the fraction has denominator $b^2-v^2$. Division gives $v^2/(b^2-v^2)=-1+b^2/(b^2-v^2)$ and $v^4/(b^2-v^2)=-(v^2+b^2)+b^4/(b^2-v^2)$, while $\int_0^1dv/(b^2-v^2)=\ell/2b$ with $\ell=\ln[(b+1)/(b-1)]$. The sum is $-1+\tfrac19+\tfrac{b^2}3+\tfrac16b(3-b^2)\ell$, that is

$$\hat\Pi=\frac{\alpha}{3\pi}\left[-\frac53+y+\Big(1-\frac y2\Big)b\,\ell\right].$$

For $Q\gg m$, $\ell\to\ln(4/y)$ and $\hat\Pi\to(\alpha/3\pi)[\ln(Q^2/m^2)-5/3]$. At $Q=15m$ this limit gives $1.250\,\alpha/\pi$ against the full $1.258\,\alpha/\pi$.

For the spectral form set $1-v^2=1/t^2$. Then $v\,dv=dt/t^3$, $v=\sqrt{t^2-1}/t$, $1-v^2/3=\tfrac23(1+1/2t^2)$, and the fraction $Q^2/(4m^2+Q^2/t^2)$ equals $t^2Q^2/(Q^2+4m^2t^2)$. Therefore

$$\hat\Pi=\frac{2\alpha}{3\pi}\int_1^\infty dt\,w(t)\frac{Q^2}{Q^2+4m^2t^2},$$
$$w(t)=\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}.$$

The three forms were tested against each other to a relative $10^{-8}$ at $Q/m=0.5$, $2$ and $15$.

**Q.** The sign of the whole effect hangs on your loop sign and several factors of $i$. One slip and the shift reverses. Can the sign be fixed by physics?

**A.** It can, by the requirement that an unstable state decays. Continue to $q^2=s>4m^2$. The argument of the logarithm becomes $1-(1-v^2)s/4m^2-i0$, where the $-i0$ comes from $m^2-i0$. It is negative for $v<\beta=\sqrt{1-4m^2/s}$, and there the logarithm has imaginary part $-\pi$. So, with $3-\beta^2=2+4m^2/s$,

$$\mathrm{Im}\,\hat\Pi=-\frac\alpha2\Big(\beta-\frac{\beta^3}3\Big)=-\frac\alpha3\,\beta\Big(1+\frac{2m^2}s\Big).$$

Now imagine a vector particle of mass $\sqrt s$ that couples like the photon. Its transverse propagator has the denominator $q^2-s-q^2\Pi$. A state that decays at rate $\Gamma$ has energy $\sqrt s-i\Gamma/2$, which means a denominator $q^2-s+i\sqrt s\,\Gamma$, so $-s\,\mathrm{Im}\Pi=\sqrt s\,\Gamma$. The golden rule gives $\Gamma$ with no loop and no sign ambiguity. In the rest frame the time component of the pair current vanishes by conservation, and

$$\sum_{\rm spins}\sum_j|\bar u\gamma^jv|^2=-g_{\mu\nu}\mathrm{tr}[(\not p+m)\gamma^\mu(\not p'-m)\gamma^\nu]=8p\cdot p'+16m^2 .$$

With $p\cdot p'=s/2-m^2$ this is $4(s+2m^2)$. Two-body phase space is $|\mathbf p|/4\pi\sqrt s=\beta/8\pi$. Averaging over three polarizations, $\sqrt s\,\Gamma=\tfrac12\cdot\tfrac13e^2\cdot4(s+2m^2)\beta/8\pi$, and division by $s$ gives $(\alpha/3)\beta(1+2m^2/s)$. Size and sign agree with the loop. A wrong overall sign of $\Pi$ would reverse the spacelike value and the imaginary part together, and the state would grow in time.

The same rate is the spectral weight. With $s=4m^2t^2$ one has $ds/s=2dt/t$ and $\beta=\sqrt{t^2-1}/t$, so $\frac{2\alpha}{3\pi}w\,dt=\frac{ds}{\pi s}(-\mathrm{Im}\hat\Pi)$. This was tested at $t=1.2$ and $2.5$ with spinors obtained by diagonalizing the free Dirac Hamiltonian.

**Q.** Then give me the potential in position space, and tell me what it looks like.

**A.** The factor $Q^2$ in the spectral form cancels the Coulomb pole, so $\delta V$ is a superposition of $4\pi/(Q^2+\mathcal M^2)$ with $\mathcal M=2mt$. Each is the transform of a Yukawa function, because $\int d^3r\,e^{-i\mathbf Q\cdot\mathbf r}e^{-\mathcal Mr}/r=(4\pi/Q)\int_0^\infty e^{-\mathcal Mr}\sin Qr\,dr=4\pi/(Q^2+\mathcal M^2)$. Hence the Uehling potential

$$U(r)=-\frac{Z\alpha}r\,\frac{2\alpha}{3\pi}F(mr),\qquad F(\rho)=\int_1^\infty dt\,w(t)\,e^{-2\rho t}.$$

Each mass $2mt$ is the invariant mass of a virtual pair, and the lightest pair sets the range $1/2m$, where $1/m=386.16$ fm. The direct transform $F=\frac{3}{\alpha}\int_0^\infty dQ\,\hat\Pi(Q)\sin(Qr)/Q$ was done numerically and matches to a relative $10^{-6}$: $F=0.6171569$, $0.1779336$ and $0.0359327$ at $mr=0.2$, $0.5$ and $1$. At distance $r$ the total potential is that of a Coulomb law with the coupling $Z\alpha[1+(2\alpha/3\pi)F]$, larger than the value measured from afar. At $mr=0.2$ the excess is $0.0015485\times0.61716=9.6\times10^{-4}$ of the Coulomb term.

For small $\rho$ write $w=1/t+(w-1/t)$. The first part gives the exponential integral $E_1(2\rho)=-\ln2\rho-\gamma_E+O(\rho)$. In the second part $w-1/t$ falls as $t^{-5}$, so the exponential may be set to one with an error $O(\rho)$. Returning to $v$, $w\,dt=\tfrac32(v^2-v^4/3)dv/(1-v^2)=[-1+v^2/2+1/(1-v^2)]dv$ by the division above at $b=1$, and $dt/t=v\,dv/(1-v^2)$. The difference is $[-1+v^2/2+1/(1+v)]dv$, whose integral is $\ln2-5/6$. Thus

$$F\to-\ln\rho-\gamma_E-\tfrac56\qquad(\rho\ll1).$$

For large $\rho$ the region near $t=1$ dominates, where $w\approx\tfrac32\sqrt{2(t-1)}$. Then $F\approx\tfrac32\sqrt2\,\Gamma(\tfrac32)(2\rho)^{-3/2}e^{-2\rho}$, or

$$F\to\frac{3\sqrt\pi}8\,\rho^{-3/2}e^{-2\rho}\qquad(\rho\gg1).$$

The first limit was tested to an absolute $3\rho$ at $\rho=10^{-2}$ and $10^{-4}$, the second to a relative $2.5/\rho$ at $\rho=50$ and $500$. Neither serves at intermediate distance. At $\rho=0.2$ the first gives $0.199$ against $0.617$, and at $\rho=1$ the second gives $0.090$ against $0.036$. Level shifts need the full $F$.

## Part two: the delta-function limit and the n = 2 levels of hydrogen

This part takes the following from the first. Units are $\hbar=c=1$, $m$ is the electron mass and $Ze$ the size of the charge of a static point nucleus. At order $\alpha(Z\alpha)$ the Coulomb potential $-Z\alpha/r$ is corrected by $\delta V(Q)=-4\pi Z\alpha\,\hat\Pi(Q)/Q^2$, with $\hat\Pi=\frac{2\alpha}\pi\int_0^1x(1-x)\ln[1+x(1-x)Q^2/m^2]dx$. In position space this is $U(r)=-\frac{Z\alpha}r\frac{2\alpha}{3\pi}F(mr)$, with $F(\rho)=\int_1^\infty w\,e^{-2\rho t}dt$ and $w=(1+1/2t^2)\sqrt{t^2-1}/t^2$.

**Q.** $U$ has a finite range and a logarithm at the origin. In what sense is it a delta function?

**A.** In the sense that it is integrated against a density that changes little over the length $1/m$. In momentum space expand the logarithm, $\ln(1+z)=z-z^2/2+\dots$, and use $\int x^2(1-x)^2dx=1/30$ and $\int x^3(1-x)^3dx=1/140$:

$$\hat\Pi=\frac\alpha\pi\left[\frac{Q^2}{15m^2}-\frac{Q^4}{140m^4}+\dots\right].$$

The series converges for $Q<2m$, the distance to the pair threshold at $Q^2=-4m^2$. At $Q=0.5m$ two terms give $0.016667-0.000446=0.016220$ against the full $0.016236$. At $Q=2m$ they give $0.152$ against $0.193$. Dividing by $Q^2$, $\delta V=-4Z\alpha^2/15m^2+Z\alpha^2Q^2/35m^4$. A constant transforms to $\delta^3(\mathbf r)$ and $Q^2$ to $-\nabla^2\delta^3(\mathbf r)$, so

$$U\to-\frac{4Z\alpha^2}{15m^2}\,\delta^3(\mathbf r)-\frac{Z\alpha^2}{35m^4}\nabla^2\delta^3(\mathbf r)+\dots$$

The same coefficients come from moments in position space. Define $I_n=\int_0^\infty\rho^nF\,d\rho$. The $\rho$ integral gives $n!/(2t)^{n+1}$, and $s=1/t$ turns $w\,dt$ into $(1+s^2/2)\sqrt{1-s^2}\,ds/s$, so

$$I_n=\frac{n!}{2^{n+1}}\Big(B_n+\tfrac12B_{n+2}\Big),\qquad B_n=\int_0^1s^n\sqrt{1-s^2}\,ds .$$

Integrating $s^{n+1}\cdot s\sqrt{1-s^2}$ by parts gives $B_{n+2}=\frac{n+1}3(B_n-B_{n+2})$, that is $B_{n+2}=B_n(n+1)/(n+4)$. From $B_0=\pi/4$ and $B_1=1/3$ follow $B_2=\pi/16$, $B_3=2/15$, $B_4=\pi/32$, $B_5=8/105$. Then

$$I_1=\tfrac14\cdot\tfrac25=\tfrac1{10},\quad I_2=\tfrac14\cdot\tfrac{5\pi}{64}=\tfrac{5\pi}{256},\quad I_3=\tfrac38\cdot\tfrac6{35}=\tfrac9{140}.$$

Quadrature of $F$ gives $0.1$, $0.06135923$ and $0.06428571$, in agreement to a relative $10^{-8}$. The moments of the potential are

$$\int U\,r^k\,d^3r=-4\pi Z\alpha\frac{2\alpha}{3\pi}\frac{I_{k+1}}{m^{k+2}}=-\frac{8Z\alpha^2}{3}\frac{I_{k+1}}{m^{k+2}} .$$

For $k=0$ this is $-4Z\alpha^2/15m^2$. For $k=2$ it is $-6Z\alpha^2/35m^4$, which is what the $\nabla^2\delta^3$ term gives, since $\nabla^2r^2=6$.

We now have the Uehling potential in momentum and position space, together with its delta-function limit and its moments. What remains is to find the shifts it gives to the 2s and 2p levels of hydrogen, and to see how far the delta limit and the Schrödinger wave functions can be trusted.
